# Resistance drift with exponent 0.1 over nine decades of time: a numerical check

```python
"""
Resistance drift of an amorphous phase-change cell.

Result under test: if the drift exponent nu = d ln R / d ln t is constant
and equal to 0.1, the resistance R grows by 10**0.9 (about 7.9) while the
time t since the quench grows by nine decades.

Also tested: a relaxation model that produces such an exponent. Barriers E
are uniform on 0..W, each defect relaxes at rate f0*exp(-E/kT), and complete
relaxation raises the conduction activation energy by D. The derived
exponent is (D/W)*(exp(-x_min) - exp(-x_max)), where
x_min = f0*t*exp(-W/kT) and x_max = f0*t.
Units: seconds, ohms, electronvolts, kelvin.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import quad, simpson, solve_ivp

nu = 0.1
decades = 9
t_first = 1e-6
t_last = t_first * 10.0**decades
R_first = 1e6


def drift(R_start, t_start, t_end, exponent):
    """Integrate the definition dR/dt = exponent*R/t numerically."""
    sol = solve_ivp(lambda t, R: exponent * R / t, (t_start, t_end),
                    [R_start], method="DOP853", rtol=1e-11,
                    atol=1e-11 * R_start)
    assert sol.success
    return sol.y[0, -1]


# Defining differential equation against the integrated power law
times = t_first * 10.0**np.arange(decades + 1)
R = [R_first]
for t_a, t_b in zip(times[:-1], times[1:]):
    R.append(drift(R[-1], t_a, t_b, nu))
R = np.array(R)
ratio = R[-1] / R[0]
assert np.allclose(R / R_first, (times / t_first)**nu, rtol=1e-7)
assert abs(ratio - 10**(nu * decades)) < 1e-6
assert round(ratio, 1) == 7.9

# Sensitivity to the exponent
ratio_low = drift(1.0, t_first, t_last, 0.09)
ratio_high = drift(1.0, t_first, t_last, 0.11)
assert abs(ratio_low - 10**(0.09 * decades)) < 1e-6
assert abs(ratio_high - 10**(0.11 * decades)) < 1e-6

# Clock started late: readings t_first and t_last are not true times
delay = 1e-6
ratio_late = drift(1.0, t_first + delay, t_last + delay, nu)
late_formula = ((t_last + delay) / (t_first + delay))**nu
assert abs(ratio_late - late_formula) < 1e-6
assert ratio_late < ratio

# Relaxation model, by direct quadrature over the barriers
f0 = 1e13


def thermal_energy(T):
    return k * T / e


def relaxed_fraction(t, W, T):
    E = np.linspace(0.0, W, 20001)
    x = f0 * t * np.exp(-E / thermal_energy(T))
    return simpson(-np.expm1(-x), x=E) / W


def model_ratio(t_a, t_b, W, D, T):
    change = relaxed_fraction(t_b, W, T) - relaxed_fraction(t_a, W, T)
    return np.exp(D * change / thermal_energy(T))


def derived_exponent(t, W, D, T):
    x_min = f0 * t * np.exp(-W / thermal_energy(T))
    return D / W * (np.exp(-x_min) - np.exp(-f0 * t))


T, T_warm = 300.0, 330.0
W, D = 1.5, 0.15
ratio_model = model_ratio(t_first, t_last, W, D, T)
ratio_warm = model_ratio(t_first, t_last, W, D, T_warm)
assert abs(ratio_model - ratio) < 1e-5
assert abs(ratio_warm - ratio) < 1e-5
slopes = [np.log10(model_ratio(a, b, W, D, T))
          for a, b in zip(times[:-1], times[1:])]
assert np.allclose(slopes, D / W, atol=1e-6)

# Narrow distribution: the barriers run out inside the time span
W_narrow, D_narrow = 0.8, 0.08
ratio_narrow = model_ratio(t_first, t_last, W_narrow, D_narrow, T)
log_ratio, _ = quad(
    lambda s: derived_exponent(np.exp(s), W_narrow, D_narrow, T),
    np.log(t_first), np.log(t_last), epsabs=1e-10, limit=200)
assert abs(ratio_narrow - np.exp(log_ratio)) < 1e-5
assert ratio_narrow < 0.7 * ratio
stop_wide = np.exp(W / thermal_energy(T)) / f0
stop_narrow = np.exp(W_narrow / thermal_energy(T)) / f0
assert t_first < stop_narrow < t_last < stop_wide

print(f"drift exponent: {nu:.2f} (no unit)")
print(f"number of decades: {decades}")
print(f"first time: {t_first:.1e} s, last time: {t_last:.1e} s")
for t_i, R_i in zip(times, R):
    print(f"resistance at {t_i:.0e} s: {R_i / 1e6:.4f} megaohm")
print(f"factor for one decade: {R[1] / R[0]:.4f}")
print(f"factor for nine decades: {ratio:.4f}")
print(f"nine equal additions instead: {1 + 9 * (R[1] / R[0] - 1):.4f}")
print(f"nine-decade factor, exponent 0.09: {ratio_low:.4f}")
print(f"nine-decade factor, exponent 0.11: {ratio_high:.4f}")
print(f"clock delay: {delay:.1e} s")
print(f"factor between the same readings, late clock: {ratio_late:.4f}")
print(f"model attempt rate f0: {f0:.1e} 1/s")
print(f"model temperature: {T:.0f} K, kT = {thermal_energy(T):.5f} eV")
print(f"wide model: W = {W:.2f} eV, D = {D:.3f} eV")
print(f"wide model exponent D/W: {D / W:.3f}")
print(f"wide model x_max at first time: {f0 * t_first:.2e}")
print(f"wide model x_min at last time: {t_last / stop_wide:.2e}")
print(f"wide model time where barriers run out: {stop_wide:.2e} s")
print(f"wide model factor at {T:.0f} K: {ratio_model:.4f}")
print(f"wide model factor at {T_warm:.0f} K: {ratio_warm:.4f}")
print(f"narrow model: W = {W_narrow:.2f} eV, D = {D_narrow:.3f} eV")
print(f"narrow model time where barriers run out: {stop_narrow:.2f} s")
print(f"narrow model factor at {T:.0f} K: {ratio_narrow:.4f}")
print("success")
```

It prints:

```
drift exponent: 0.10 (no unit)
number of decades: 9
first time: 1.0e-06 s, last time: 1.0e+03 s
resistance at 1e-06 s: 1.0000 megaohm
resistance at 1e-05 s: 1.2589 megaohm
resistance at 1e-04 s: 1.5849 megaohm
resistance at 1e-03 s: 1.9953 megaohm
resistance at 1e-02 s: 2.5119 megaohm
resistance at 1e-01 s: 3.1623 megaohm
resistance at 1e+00 s: 3.9811 megaohm
resistance at 1e+01 s: 5.0119 megaohm
resistance at 1e+02 s: 6.3096 megaohm
resistance at 1e+03 s: 7.9433 megaohm
factor for one decade: 1.2589
factor for nine decades: 7.9433
nine equal additions instead: 3.3303
nine-decade factor, exponent 0.09: 6.4565
nine-decade factor, exponent 0.11: 9.7724
clock delay: 1.0e-06 s
factor between the same readings, late clock: 7.4113
model attempt rate f0: 1.0e+13 1/s
model temperature: 300 K, kT = 0.02585 eV
wide model: W = 1.50 eV, D = 0.150 eV
wide model exponent D/W: 0.100
wide model x_max at first time: 1.00e+07
wide model x_min at last time: 6.33e-10
wide model time where barriers run out: 1.58e+12 s
wide model factor at 300 K: 7.9433
wide model factor at 330 K: 7.9433
narrow model: W = 0.80 eV, D = 0.080 eV
narrow model time where barriers run out: 2.75 s
narrow model factor at 300 K: 4.1579
success
```
